# Sum rules for Warren-Cowley parameters in amorphous multi-cation oxides, part 2

Which sets of short-range order parameters are possible for \(n\) cation species in an oxide? Species \(i\) has \(N_i\) of the \(N\) cations, and \(c_i=N_i/N\). Neighbours are cations closer than a chosen cutoff; oxygen is not counted. A "bond" is a neighbouring pair of cations, with one end on each. \(M_{ij}\) counts the \(j\) neighbours of all \(i\) cations, like pairs being met from both ends. \(Z_i\) is the mean number of cation neighbours of species \(i\), and \(P_{ij}=M_{ij}/(N_iZ_i)\) is the share of them that are species \(j\). The Warren-Cowley parameter, with the central species first, is

\[
\alpha_{ij}=1-\frac{P_{ij}}{c_j}.
\]

Negative values mean an excess over the random share. Since \(\sum_jP_{ij}=1\), each central species obeys the row rule

\[
\sum_jc_j\alpha_{ij}=0 .
\]

If neighbours are mutual, \(M_{ij}=M_{ji}\), which gives

\[
c_iZ_iP_{ij}=c_jZ_jP_{ji}
\]

and the bond relation

\[
Z_i(1-\alpha_{ij})=Z_j(1-\alpha_{ji}).
\]

Hence \(\alpha_{ij}=\alpha_{ji}\) if \(Z_i=Z_j\).

The example has 1500 cations with In:Ga:Zn = 2:2:1, so \(c=(0.4,0.4,0.2)\) in that order. Part 1 treated these cases:

- The requested indium row \((-0.2,-0.1,0)\) breaks the row rule. The nearest row that obeys it is \((-0.0667,0.0333,0.0667)\), at distance 0.2. Keeping the first two entries forces \(\alpha_{\rm InZn}=+0.6\).
- A search swapped labels between sites and kept a swap if the distance to the requested row fell.
- A linear program found the permitted range of \(\alpha_{\rm InZn}\), using nonnegative, symmetric pair fractions of the prescribed composition at equal coordination.
- Using the wrong reference composition \((0.42,0.38,0.20)\) changed \(\alpha_{\rm InIn}\) from \(-0.110\) to \(-0.057\) for the same atoms.
- Using fractions of all atoms (5 cations among 12 atoms) with cation neighbours gave a row sum of \(-0.583\).

### A symmetric set of parameters

Choose one end of one bond at random. The probability that it belongs to species \(i\) is

\[
x_i=\frac{c_iZ_i}{\bar Z},\qquad \bar Z=\sum_kc_kZ_k,\qquad \sum_ix_i=1 .
\]

Use this bond-end fraction as the reference in place of the composition:

\[
\beta_{ij}=1-\frac{P_{ij}}{x_j}.
\]

Dividing \(c_iZ_iP_{ij}=c_jZ_jP_{ji}\) by \(\bar Z\) gives \(x_iP_{ij}=x_jP_{ji}\). Division by \(x_ix_j\) then gives \(P_{ij}/x_j=P_{ji}/x_i\), so \(\beta_{ij}=\beta_{ji}\) for any coordination numbers. The row rule keeps its form:

\[
\sum_jx_j\beta_{ij}=\sum_jx_j-\sum_jP_{ij}=0 .
\]

The two descriptions are connected by writing \(P_{ij}\) in both ways, \(c_j(1-\alpha_{ij})=x_j(1-\beta_{ij})\). Since \(x_j/c_j=Z_j/\bar Z\),

\[
1-\alpha_{ij}=\frac{Z_j}{\bar Z}(1-\beta_{ij}).
\]

If bond ends are paired without regard to species, \(\beta_{ij}=0\), but \(\alpha_{ij}=1-Z_j/\bar Z\). A highly coordinated species then looks over-represented around every cation, merely because it owns more bond ends. The parameter \(\alpha\) contains this effect, while \(\beta\) corrects for the different numbers of bond ends. A nonzero \(\beta\) is still not proof of a chemical preference between pairs. If highly coordinated sites tend to be neighbours of each other, a species that merely favours such sites also acquires a negative \(\beta_{ii}\).

### How many parameters are free

At given \(x_i\), a symmetric \(n\times n\) matrix \(\beta\) has \(n(n+1)/2\) distinct entries. The \(n(n-1)/2\) unlike entries may be chosen first. Each row rule then fixes the one diagonal entry of its row, \(\beta_{ii}=-\sum_{j\ne i}x_j\beta_{ij}/x_i\), and no condition remains. The number of free parameters is therefore

\[
\frac{n(n+1)}2-n=\frac{n(n-1)}2 ,
\]

subject to the inequalities below. This was tested on a face-centred cubic lattice, where each site has 12 neighbours and \(\alpha=\beta\). For two, three and four species, 40 random arrangements of fixed composition were counted. The sampled matrices spanned 1, 3 and 6 independent directions, as the formula requires.

For three species the number of like pairs is also three, and the rules can be inverted. Define \(w_{ij}=x_ix_j\beta_{ij}\), which is symmetric. Multiplying row rule \(i\) by \(x_i\) gives \(\sum_jw_{ij}=0\). With \(i,j,k\) all different, the three rows read

\[
\begin{aligned}
w_{ii}+w_{ij}+w_{ik}&=0,\\
w_{ij}+w_{jj}+w_{jk}&=0,\\
w_{ik}+w_{jk}+w_{kk}&=0.
\end{aligned}
\]

Add the first two and subtract the third. The terms \(w_{ik}\) and \(w_{jk}\) cancel, leaving \(w_{ii}+w_{jj}-w_{kk}+2w_{ij}=0\), so

\[
\beta_{ij}=\frac{x_k^2\beta_{kk}-x_i^2\beta_{ii}-x_j^2\beta_{jj}}{2x_ix_j}.
\]

Three like parameters thus determine all unlike ones. For four species there are six free parameters and four like pairs, so the like pairs no longer suffice.

All three species can cluster with themselves at once. Take equal coordination, \(x=c=(0.4,0.4,0.2)\), and set every like parameter to \(-0.2\). Then \(w_{\rm InIn}=w_{\rm GaGa}=-0.032\) and \(w_{\rm ZnZn}=-0.008\), which gives

\[
\alpha_{\rm InGa}=\frac{-0.008+0.064}{2(0.16)}=0.175,
\qquad
\alpha_{\rm InZn}=\alpha_{\rm GaZn}=\frac{0.008}{2(0.08)}=0.050 .
\]

Equal clustering does not mean equal avoidance: the two majority species carry most of it.

The row forced in Part 1 shows how one choice spreads. At equal coordination, let \(\alpha_{\rm InIn}=-0.2\), \(\alpha_{\rm InGa}=-0.1\) and \(\alpha_{\rm InZn}=0.6\), and call the remaining free parameter \(h=\alpha_{\rm GaZn}\). The gallium and zinc rows give

\[
\alpha_{\rm GaGa}=0.1-0.5h,\qquad \alpha_{\rm ZnZn}=-1.2-2h .
\]

If gallium and zinc are to be mutually random, \(h=0\), then \(\alpha_{\rm ZnZn}=-1.2\), and zinc supplies \(0.2(2.2)=0.44\) of its own neighbours. If zinc is not to cluster, \(\alpha_{\rm ZnZn}=0\), then \(h=-0.6\), a strong Ga-Zn preference. A decision about indium has removed the option of leaving zinc random towards both itself and gallium.

### Limits from nonnegative counts

The equalities do not ensure that every count is nonnegative. From \(0\le P_{ij}\le1\),

\[
1-\frac1{c_j}\le\alpha_{ij}\le1 .
\]

For unlike pairs the other end of the bond can be more restrictive. Since \(P_{ij}/x_j=P_{ji}/x_i\), this common ratio exceeds neither \(1/x_j\) nor \(1/x_i\), and

\[
\beta_{ij}\ge1-\frac1{\max(x_i,x_j)}\qquad(i\ne j).
\]

For In-Zn at equal coordination the limit is \(1-1/0.4=-1.5\), not \(1-1/0.2=-4\). Zinc has too few bond ends to occupy all the neighbour positions of indium. The linear program of Part 1, run without fixing the indium row, also gave \(-1.500\).

Like pairs have an upper limit when one species holds more than half of the bond ends. The ends of \(i\) that are joined to other species cannot outnumber the ends those species possess, so \(x_i(1-P_{ii})\le1-x_i\), or \(P_{ii}\ge(2x_i-1)/x_i\). For \(x_i>1/2\) this gives

\[
\beta_{ii}\le1-\frac{2x_i-1}{x_i^2}=\left(\frac{1-x_i}{x_i}\right)^2 .
\]

A species that holds more than half of the bond ends cannot entirely avoid itself. These limits concern counts; geometry can be stricter.

In the opposite limit, complete separation into large one-species regions with negligible interfaces, \(P_{ii}=1\). Then \(\alpha_{ii}=1-1/c_i\) and all unlike parameters are 1. The row rule holds, since \(c_i(1-1/c_i)+(1-c_i)=0\). For indium in the example \(\alpha_{\rm InIn}=-1.5\). A value such as \(-0.1\) is far from this limit. The limit describes completed separation, however, and is not a threshold for its onset. A nearest-neighbour parameter does not by itself give the size of a cluster or establish crystallinity.

### A disordered network

The worked network is a periodic packing of 1500 equal soft spheres of diameter 0.33 nm, at 33 cations per nm³, in a box of edge 3.57 nm. Pairs closer than 0.42 nm are neighbours. The overlaps were relaxed for 300 steps, which is not full convergence: five times as many steps raise the mean coordination by about 0.15. The positions were then frozen, and species labels were exchanged by Metropolis sampling at 600 K, where \(k_BT=0.0517\) eV. In-In and Ga-Zn neighbours each received a pair energy of \(-0.010\) eV, and all other pairs zero. These are round model values.

The mean coordination numbers came out as 10.69 for In, 10.67 for Ga and 10.77 for Zn. The parameters, with the central species at the left, are:

| | In | Ga | Zn |
|---|---:|---:|---:|
| In | −0.110 | 0.065 | 0.090 |
| Ga | 0.063 | 0.003 | −0.132 |
| Zn | 0.096 | −0.121 | 0.050 |

The indium row illustrates the rule. The chosen pair energies include no In-Ga or In-Zn repulsion, yet both parameters are positive. With \(\alpha_{\rm InIn}\) negative, at least one of them had to be. A positive unlike parameter is therefore not evidence of a repulsion between that pair. At fixed composition, and if every cation has the same number of neighbours, the two descriptions cannot even be told apart: adding 0.005 eV for every indium bond end replaces the In-In attraction by In-Ga and In-Zn repulsions of 0.005 eV, and changes the total energy only by a constant.

The gallium row gives a similar warning. Its like parameter is almost zero, although gallium is not randomly surrounded: a deficit of indium is balanced by an excess of zinc, \(0.4(0.063)+0.4(0.003)+0.2(-0.132)=0.000\) after rounding.

The scatter expected without any preference was found from 200 random relabellings of the same network. The standard deviation of \(\alpha_{\rm InIn}\) was 0.016, so the value \(-0.110\) lies almost seven standard deviations from zero. The largest standard deviation among the nine entries was 0.043. The Zn-Zn value of 0.050 is comparable with that, and no chemical meaning should be read into it from this single arrangement.

The largest difference between \(\alpha_{ij}\) and \(\alpha_{ji}\) is 0.011. For In-Zn the bond relation predicts

\[
\frac{1-\alpha_{\rm ZnIn}}{1-\alpha_{\rm InZn}}=\frac{0.9037}{0.9105}=0.993,
\qquad
\frac{Z_{\rm In}}{Z_{\rm Zn}}=\frac{10.690}{10.770}=0.993 .
\]

The bond-end fractions are \(x=(0.3997,0.3989,0.2014)\), and the like parameters are \(\beta_{\rm InIn}=-0.1108\), \(\beta_{\rm GaGa}=-0.0002\) and \(\beta_{\rm ZnZn}=0.0562\). The inversion formula gives, for In-Zn,

\[
\beta_{\rm InZn}=\frac{-0.00003+0.01770-0.00228}{2(0.3997)(0.2014)}=0.0956,
\]

which agrees with the direct count. The test covered all three unlike pairs. If the like \(\alpha\) values and \(c\) are used instead, as though coordination were equal, the largest absolute difference from the directly counted \(\alpha\) is 0.011.

### Relation to real films

Amorphous In-Ga-Zn oxide is used as a transistor channel, and 2:2:1 is one of its familiar cation ratios. The density and the cation spacing are rough values for such a film, and 600 K is within the usual range of annealing temperatures. The equal spheres, the absence of explicit oxygen and the free exchange of labels are simplifications. In a real film, cation diffusion may be too slow for equilibrium at 600 K. The value \(-0.110\) belongs to one sampled arrangement of the model. It is neither the model's thermal average nor a prediction for a film. Averaging over many arrangements on a packing built in the same way gives about \(-0.14\), with a scatter of about 0.025 between arrangements. The row rule does not depend on these simplifications, but the symmetry of \(\alpha\) does depend on coordination. In a separate randomly labelled packing, with In spheres of 0.35 nm and the others of 0.32 nm, the coordination numbers were 10.99, 10.70 and 10.72. For \(\beta=0\) these imply \(\alpha_{i\rm In}=1-10.987/10.820=-0.015\), about one standard deviation of the In-In sampling scatter. The value of \(\alpha_{\rm InIn}\) actually counted there was \(-0.004\). Since the scatter is as large as the expected shift, this one packing does not resolve the size effect. The composition error of 0.02 treated in Part 1 moves \(\alpha_{\rm InIn}\) by 0.053, more than either coordination effect found here with one cutoff for all pairs. This ordering is not general. The shift \(1-Z_{\rm In}/\bar Z\) exceeds 0.053 in magnitude once \(Z_{\rm In}\) differs from \(\bar Z\) by more than about 5 %; for the same unequal spheres, a cutoff scaled with the contact distance of each pair gives a shift of about \(-0.06\). Changing the cutoff to 0.38 or 0.46 nm, with atoms and labels fixed, gives \(-0.116\) or \(-0.109\).

### Implementation

For analysis of a structure, count \(M_{ij}\) from a mutual neighbour list, with like pairs counted from both ends. Obtain \(Z_i\) from the site coordination numbers, separately from the species-resolved counts, so that the row sum can expose a pair lost or doubled in the species count. A pair missing from the neighbour list itself is missing from both and leaves the row sum at zero. Report \(c_i\), \(Z_i\) and the cutoff with the parameters. Use \(\beta\) if a symmetric measure, corrected for the mean coordination numbers, is wanted.

For design of a structure with given \(x_i\), choose the \(n(n-1)/2\) unlike values \(\beta_{ij}\), compute the diagonal from the row rules, and form the pair fractions

\[
q_{ij}=x_ix_j(1-\beta_{ij}).
\]

These are symmetric, and \(\sum_jq_{ij}=x_i\). Reject the target if any \(q_{ij}\) is negative. A target that passes is consistent as a set of pair fractions. In a finite sample the counts must also be whole numbers, and species \(i\) cannot form more than \(N_i(N_i-1)/2\) distinct like pairs, a limit that matters for a dilute species in a small cell; whether a particular network can realize it must be found by a search such as the one in Part 1. If swapping labels changes the \(Z_i\), the \(x_i\) must be recomputed as the search proceeds. The remaining values for the example are in the numerical output.

## Table of computed values

```
Species order: In, Ga, Zn; all alpha and beta are dimensionless
cation fractions: 0.40  0.40  0.20
cations: 1500; rough density: 33.0 nm^-3
box edge: 3.569 nm; sphere diameter: 0.33 nm
neighbour cutoff: 0.42 nm
temperature: 600 K; kT: 0.0517 eV
In-In and Ga-Zn model pair energy: -0.010 eV
mean cation coordination: 10.690  10.668  10.770
overall mean coordination: 10.697
P around In: 0.4440  0.3739  0.1821
P around Ga: 0.3746  0.3990  0.2264
P around Zn: 0.3615  0.4485  0.1900
alpha around In: -0.1101  0.0653  0.0895
alpha around Ga: 0.0634  0.0025  -0.1319
alpha around Zn: 0.0963  -0.1212  0.0498
largest weighted row sum, magnitude: 4.4e-17
unweighted sum of the In row: 0.0447
like alpha inferred from unlike: -0.1101  0.0025  0.0498
largest alpha_ij-alpha_ji difference: 0.0107
bond-end fractions x: 0.3997  0.3989  0.2014
beta around In: -0.1108  0.0628  0.0956
beta around Ga: 0.0628  -0.0002  -0.1242
beta around Zn: 0.0956  -0.1242  0.0562
free parameters for 2, 3, 4 species: 1 3 6
lowest In-Zn alpha at equal Z: -1.500
requested In row: -0.200  -0.100  0.000
In-Zn alpha forced by first two entries: 0.600
linear-programming range: 0.600  0.600
least distance from requested row: 0.2000
closest permitted row: -0.0667  0.0333  0.0667
row found for impossible request: -0.0668  0.0334  0.0668
distance found for impossible request: 0.2000
row found for corrected request: -0.2000  -0.0996  0.5992
distance found for corrected request: 0.0009
self-clustering example, like alpha: -0.200  -0.200  -0.200
its InGa, InZn, GaZn alpha: 0.175  0.050  0.050
error from assuming equal Z, largest alpha: 0.0106
random-label standard deviation, InIn alpha: 0.0162
largest random-label standard deviation: 0.0434
InIn alpha at cutoff 0.38, 0.46 nm: -0.1156  -0.1085
wrong reference composition: 0.42  0.38  0.20
InIn alpha with wrong composition: -0.0572
In-row sum using all-atom fractions: -0.5833
size-test diameters (nm): 0.35  0.32  0.32
size-test coordination: 10.987  10.702  10.723
size-test In-row alpha: -0.0042  0.0049  -0.0012
size-test largest alpha magnitude: 0.0550
```
